# Film-Edge Retraction by Surface Diffusion: an Area-Conserving Scheme and the 2/5 Law

## Scaling of the retraction

A film of thickness $h_0$ retracts from its edge by surface diffusion. The material collects in a rim of size $R$. If the edge has moved a distance $X$, area conservation gives $R^2\sim h_0X$. Surface diffusion has one kinetic coefficient, $B$, with dimensions length$^4$/time. When $R\gg h_0$, the speed of a rim with fixed contact angle can depend only on $B$ and $R$, so

$$
\dot X\sim\frac{B}{R^3}\sim\frac{B}{(h_0X)^{3/2}},\qquad
X^{3/2}\,dX\sim Bh_0^{-3/2}dt,\qquad X\propto t^{2/5}.
$$

For a real film this is an intermediate law. A valley ahead of the rim deepens as the rim grows and finally meets the substrate. The law needs a rim much larger than $h_0$, yet the film must not have pinched off.

## Continuum model

The surface runs from the contact point $(X,0)$ on the left to a distant vertical symmetry wall at $x=\ell$. With arc length $s$ and tangent angle $\psi$,

$$
\boldsymbol\tau=(\cos\psi,\sin\psi),\quad
\mathbf n=(-\sin\psi,\cos\psi),\quad \kappa=-\psi_s .
$$

Thus $\kappa>0$ on a convex rim. The surface energy $\gamma$ is isotropic, the substrate is flat and inert, and the problem is uniform along the edge. The chemical potential is $\gamma\Omega\kappa$, with atomic volume $\Omega$. For surface diffusivity $D_s$ and site density $\Omega^{-2/3}$, the atom flux is $J=-(D_s\Omega^{-2/3}/k_BT)\,\partial_s(\gamma\Omega\kappa)$. Since $V=-\Omega J_s$,

$$
V=B\kappa_{ss},\qquad B=\frac{D_s\gamma\Omega^{4/3}}{k_BT}.
$$

No matter crosses either end, so $\kappa_s=0$ there. Hence $dA/dt=\int V\,ds=B[\kappa_s]=0$. For a vertical starting edge at $x=0$, the area is $A=h_0\ell$, and the area in excess of the flat film is

$$
\int_X^\ell(y-h_0)\,dx=h_0\ell-h_0(\ell-X)=h_0X.
$$

By Young's relation, uncovering unit length of substrate costs $\gamma\cos\theta$, where $\theta$ is measured through the film. Up to a constant, $W/\gamma=|\Gamma|+X\cos\theta$, with $|\Gamma|$ the surface length. Since $\boldsymbol\tau_s=-\kappa\mathbf n$, integration by parts gives

$$
\frac{\delta W}{\gamma}=\int\kappa\,\mathbf n\cdot\delta\mathbf r\,ds
+(\cos\theta-\cos\psi_0)\,\delta X+\sin\psi_\ell\,\delta y_\ell .
$$

The end terms vanish for $\psi_0=\theta$ and a horizontal surface at the wall. Then $\dot W=\gamma\int\kappa V\,ds=-\gamma B\int\kappa_s^2ds\le0$.

## Discrete equations

Let $\mathbf r_j$, $j=0,\ldots,n$, be the old nodes, primes denote new values, and $\mathbf e_j=\mathbf r_{j+1}-\mathbf r_j$. The stiffness matrix uses old edge lengths:

$$
(Kf)_j=\frac{f_j-f_{j-1}}{|\mathbf e_{j-1}|}
-\frac{f_{j+1}-f_j}{|\mathbf e_j|},
$$

with the missing term omitted at an end. Define $(a,b)^\perp=(-b,a)$, the mean edge $\bar{\mathbf e}_j=(\mathbf e_j+\mathbf e'_j)/2$, and the lumped normal $\mathbf N_j=(\bar{\mathbf e}_{j-1}^\perp+\bar{\mathbf e}_j^\perp)/2$. The equations are

$$
\mathbf N_j\cdot\frac{\mathbf r'_j-\mathbf r_j}{\Delta t}+B(K\kappa')_j=0,
\tag{1}
$$

$$
\mathbf N_j\kappa'_j-(K\mathbf r')_j=\cos\theta\,\hat{\mathbf x}\,\delta_{j0}.
\tag{2}
$$

Two components of (2) are replaced by constraints: $y'_0=0$ and $x'_n=\ell$. The contact angle is imposed weakly, through the right side of (2).

**Area.** Move the nodes linearly, $\mathbf r_j(\sigma)=\mathbf r_j+\sigma\Delta\mathbf r_j$. Differentiating the trapezoids $\tfrac12(y_j+y_{j+1})(x_{j+1}-x_j)$, with a dot for $d/d\sigma$, gives for each edge

$$
\dot A_j=\mathbf e_j^\perp\cdot\frac{\dot{\mathbf r}_j+\dot{\mathbf r}_{j+1}}2
+y_{j+1}\dot x_{j+1}-y_j\dot x_j .
$$

The last two terms telescope to zero because $y_0=0$ and $\dot x_n=0$. The rest is linear in $\sigma$, so its integral equals its midpoint value. Therefore $\Delta A=\sum_j\mathbf N_j\cdot\Delta\mathbf r_j$. Summing (1) gives zero, since the columns of $K$ sum to zero. The identity requires the normal to contain the new edges, hence an iteration.

**Energy.** Multiply (1) by $\Delta t\,\kappa'_j$, take the scalar product of (2) with $\Delta\mathbf r_j$, and sum. The replaced components do not contribute, because their displacements vanish. Eliminating $\sum_j\kappa'_j\mathbf N_j\cdot\Delta\mathbf r_j$ yields

$$
\sum_j\frac{\mathbf e'_j\cdot(\mathbf e'_j-\mathbf e_j)}{|\mathbf e_j|}
+\cos\theta\,\Delta X=-B\Delta t\,\kappa'^{T}K\kappa'\le0.
$$

From $\mathbf e'_j\cdot\mathbf e_j\le|\mathbf e'_j||\mathbf e_j|$, each term of the sum is at least

$$
\frac{|\mathbf e'_j|(|\mathbf e'_j|-|\mathbf e_j|)}{|\mathbf e_j|}
=|\mathbf e'_j|-|\mathbf e_j|+\frac{(|\mathbf e'_j|-|\mathbf e_j|)^2}{|\mathbf e_j|}
\ge|\mathbf e'_j|-|\mathbf e_j| .
$$

Thus $\Delta W\le0$ for any step size, in exact arithmetic. This gives stability; accuracy still limits $\Delta t$.

**Mesh.** For a stationary polygon, take the scalar product of (2) at an interior node with $\mathbf e_{j-1}+\mathbf e_j$, which is perpendicular to $\mathbf N_j$. With unit edge vectors $\mathbf t_j$,

$$
(|\mathbf e_{j-1}|-|\mathbf e_j|)(1-\mathbf t_{j-1}\cdot\mathbf t_j)=0.
$$

Adjacent edges therefore have equal length wherever the polygon turns. Straight portions do not fix their spacing, so a uniform starting mesh is used.

## Algorithm and cost

```text
input: nodes r, angle theta, step fraction c
t = 0
while the valley is above the substrate:
    dt = max(0.002 h0^4/B, c*t)
    build K from r;  trial = r
    repeat, at most 25 times:
        N = normals from mean edges of r and trial
        assemble (2x), (2y), (1) for each node
        replace two rows by y0 = 0 and xn = wall
        solve the banded system for x, y, kappa
        change = largest coordinate change
        trial = new coordinates
    until change < 1e-8 h0
    r = trial;  t = t + dt
    record X, area, energy, valley height
interpolate the last step to zero valley height
```

The valley is the lowest node beyond the highest one. With unknowns ordered $(x_j,y_j,\kappa_j)$, the matrix has three bands on either side of its diagonal. Work and storage per solve are $O(n)$. Once $\Delta t=ct$, the number of steps grows as $\ln t/c$; the main calculation took 1589 steps with $c=0.008$.

## Travelling rim and prefactor

An independent theory of the rim supplies the prefactor. Let the profile move at speed $v=\dot X$. Its normal velocity is $v\hat{\mathbf x}\cdot\mathbf n=-v\sin\psi$, while $B\kappa_{ss}=-B\psi_{sss}$. Measuring length in units of $L=(B/v)^{1/3}$ gives

$$
\psi'''=\sin\psi,\qquad \psi(0)=\theta,\qquad \psi''(0)=0 .
$$

To leading order in $h_0/L$, the height is zero both at the contact and far away. Since $y'=\sin\psi$, one integration gives $\psi''=y$. Let $a(\theta)$ be the area under this profile in units of $L^2$. Then $h_0X=aL^2$, and

$$
\dot X=\frac B{L^3}=B\left(\frac a{h_0X}\right)^{3/2}.
$$

Separating variables gives $\tfrac25X^{5/2}=B(a/h_0)^{3/2}t$, apart from an early-time constant, so

$$
\boxed{X=\left[\frac52B\left(\frac a{h_0}\right)^{3/2}t\right]^{2/5}}.
\tag{3}
$$

At $\theta=110^\circ$, numerical solution gives $a=1.406$.

### Correction for finite film thickness

Write surface points as $(X+L\xi,\;h_0+L\eta)$ and let the rim grow without changing shape. With $\varepsilon=h_0/L$ and $\delta=\dot L/v$, the normal velocity divided by $v$ is $-\sin\psi(1+\delta\xi)+\delta\eta\cos\psi$. Equating it to $-\psi'''$ gives

$$
\psi'=q,\quad q'=p,\quad
p'=\sin\psi(1+\delta\xi)-\delta\eta\cos\psi,
\tag{4}
$$

with $\xi=0$, $\eta=-\varepsilon$, $\psi=\theta$, $p=0$ at the contact and decay far away. Integrate the last equation, using $\int\sin\psi\,ds=\varepsilon$ and $\int\xi\,d\eta=-\int\eta\,d\xi=-a$. The result is $0=\varepsilon-2a\delta$, so $\delta=\varepsilon/(2a)$. Equation (4) neglects changes of the scaled shape with time, which enter at order $\varepsilon^2$.

### Small-angle limit

For small $\theta$, set $\eta=\theta g(\xi)$ and $\varepsilon_\theta=h_0/(\theta L)$. At leading order $g_0'''=g_0$, $g_0(0)=0$, $g_0'(0)=1$. The roots of $\lambda^3=1$ are $1$, which grows and is rejected, and $\mu,\bar\mu=-\tfrac12\pm i\sqrt3/2$. Hence

$$
g_0=\frac2{\sqrt3}\,\mathrm{Im}\,e^{\mu\xi}
=\frac2{\sqrt3}e^{-\xi/2}\sin\frac{\sqrt3\,\xi}{2}.
$$

Its area is $\int g_0'''d\xi=-g_0''(0)=1$, so $a=\theta$. Successive extrema are separated by $2\pi/\sqrt3$; the valley-to-peak ratio is therefore $e^{-\pi/\sqrt3}=0.163$.

Now write $g=g_0+\varepsilon_\theta g_1$. Since $\delta=\varepsilon_\theta/2$, (4) gives $g_1''''-g_1'=\tfrac12(\xi g_0'-g_0)$. Integrating inward from infinity, with $\int_\xi^\infty g_0\,d\xi'=-g_0''$,

$$
g_1'''-g_1=\tfrac12\xi g_0-g_0'',\qquad g_1(0)=-1,\quad g_1'(0)=0.
$$

The decaying solution is

$$
g_1=\frac2{\sqrt3}\,\mathrm{Im}\left[e^{\mu\xi}
\left(\frac{\mu\xi^2}{12}-\frac\xi2+\bar\mu\right)\right].
$$

To verify it, call the bracketed polynomial $P$. The operator $d^3/d\xi^3-1$ turns $e^{\mu\xi}P$ into $e^{\mu\xi}(3\mu^2P'+3\mu P'')=e^{\mu\xi}(\xi/2-\mu^2)$, as required. At the origin, $\mathrm{Im}\,\bar\mu=-\sqrt3/2$ and $\mathrm{Im}(\mu\bar\mu-\tfrac12)=0$ satisfy the boundary conditions. Integrating term by term, with $\mu^3=1$ and $\bar\mu=\mu^2$,

$$
\int_0^\infty e^{\mu\xi}P\,d\xi=-\mu-\frac\mu2-\frac\mu6=-\frac53\mu .
$$

The area correction is $-5/3$, and

$$
h_0X=\theta L^2-\frac53h_0L.
\tag{5}
$$

At $\theta=0.05$ rad the numerical solver gave $a/\theta=0.9995$, a correction coefficient of $-1.657$ and a valley ratio of $0.163$.

Equation (5) also gives the approach to $2/5$. With $z=\theta L/h_0$,

$$
X=L\left(z-\frac53\right),\qquad
Bt=\int L^3dX=L^4\left(\frac{2z}5-\frac5{12}\right),
$$

again omitting an early-time constant. Since $v=B/L^3$,

$$
\frac{d\ln X}{d\ln t}=\frac{vt}{X}
=\frac{2z/5-5/12}{z-5/3}
=\frac25\left(1+\frac5{8z}+\cdots\right).
$$

At small angle, the exponent approaches $2/5$ from above.

## Reading the simulation

The main calculation used $\theta=110^\circ$, initial length $324h_0$ and node spacing $0.5h_0$. Pinch-off occurred at $X=101h_0$ and $t=2.91\times10^4h_0^4/B$, with a rim $8.0h_0$ high. Doubling both the spacing and $c$ changed the position by 0.8% and the time by 1.9%. The main values still carry an error of about this size: the converged values lie near $X=100h_0$ and $t=2.85\times10^4h_0^4/B$, so the last digits quoted here and below are not significant.

The relative area drift was $2\times10^{-11}$. In the coarser calculation it was also $2\times10^{-11}$ with iterated mean normals, but $1\times10^{-4}$ with old normals, all other settings being equal. In the main run no step raised $W/\gamma$ by more than the test limit of $10^{-7}h_0$.

Over the last half of the retraction distance, the fitted exponent was 0.420. To reach larger rims, a second calculation, with the doubled spacing and $c$, let the valley pass below the substrate level. This continuation is mathematical: a real film has already broken. Between $X=98h_0$ and $197h_0$ its exponent was 0.413, closer to 0.4.

The velocity gives a sharper comparison. At 95% of the pinch-off distance, $L=8.63h_0$. The growing-rim theory predicts $X$ from this $L$ to 0.4%. In the continued range, the predicted duration is 0.3% longer than the simulated one, a difference smaller than the 1.9% change of pinch-off time between the two resolutions. By contrast, (3) evaluated at the pinch-off time gives $108h_0$, 7% too far. The exponent is thus close to its limit while the finite-thickness correction remains visible.

Pinch-off needs that correction even more. The leading profile has a valley of depth $0.146L$. Setting this equal to $h_0$ gives $L=6.84h_0$ and $X=1.406(6.84)^2h_0=66h_0$, 35% short. The growing-rim theory gives $98h_0$, within 3% of the simulation.

## Failure modes

- **Short film.** To leading order in $h_0/L$, the envelope of the disturbance ahead of the rim decays as $e^{-d/(2L)}$ at distance $d$. The wall must remain many $L$ away at the end, not merely at the start. Here the far-end height changed by $2\times10^{-6}h_0$.
- **Large time steps.** Energy decay does not ensure an accurate valley or pinch-off time. Spacing and $c$ should be refined together.
- **Unfinished iteration.** Energy decay survives, because its proof holds for any $\mathbf N_j$, but exact area conservation does not.
- **Topology.** The scheme does not split the film. The calculation must stop at pinch-off, or create two new contact points there.

## Example: nickel on oxide

Consider an unreacted fcc-Ni film, 20 nm thick, on inert oxide at 900 K. The inputs are rough assumptions: $\gamma=2$ J/m$^2$, $D_s=10^{-8}$ cm$^2$/s, lattice constant $0.352$ nm and $\theta=110^\circ$. With $\Omega=(0.352\ \mathrm{nm})^3/4$, the formula for $B$ gives $3.9\times10^5$ nm$^4$/s. Therefore

$$
\frac{h_0^4}{B}=\frac{(20\ \mathrm{nm})^4}{3.9\times10^5\ \mathrm{nm^4/s}}=0.41\ \mathrm s,
$$

and pinch-off occurs after $2.91\times10^4\times0.41\ \mathrm s\approx1.2\times10^4$ s (3.3 h). The edge has then moved $101\times20\ \mathrm{nm}\approx2.0\times10^3$ nm (2.0 µm), and the rim is 160 nm high. A tenfold error in $D_s$ changes the time tenfold but leaves these lengths unchanged.

Two omitted processes may act sooner. The first is grain-boundary grooving. For an isolated groove of small slope $m$, $h_t=-Bh_{xxxx}$ with no flux at the root. The slope jump $2m$ acts as a source in Fourier space, and the root depth is

$$
\frac{2m}{\pi}(Bt)^{1/4}\int_0^\infty\frac{1-e^{-k^4}}{k^2}dk=0.780\,m(Bt)^{1/4}.
$$

A boundary energy of $\gamma/3$ gives $m\approx1/6$ and penetration after about $1.4\times10^3$ s, 12% of the pinch-off time. This requires wide grains. On a grain of width $D$, the equilibrium parabola with edge slope $m$ has its edges $mD/6$ below the mean height, so penetration needs $D>6h_0/m=36h_0$, or 720 nm, in this two-dimensional estimate.

The second is break-up along the rim. For a free cylinder of radius $R$, a disturbance of wavenumber $k$ changes $\kappa$ by $(k^2-R^{-2})$ times its amplitude, so it grows at rate $Bk^2(R^{-2}-k^2)$. The maximum is $B/(4R^4)$, at $k=1/(\sqrt2R)$. The final rim, treated as a circular cap, has $R=7.98h_0/(1-\cos\theta)\approx5.9h_0$. The e-fold time is then about $2.1\times10^3$ s and the wavelength 1.1 µm. Both numbers belong to a free cylinder and are only rough guides, the time to an order of magnitude and the wavelength to some tens of percent: the attached, growing rim is flatter at its crest than the cap, and the time varies as $R^4$. Still, a straight edge cannot be assumed to survive until pinch-off.

Other neglected effects are also appreciable. A fourfold energy anisotropy of 2% changes the stiffness $\gamma+\gamma''$ by up to 30%, since two angular derivatives multiply the varying part by $-16$, which leaves a net factor of $-15$. With a 300 GPa biaxial modulus and a mismatch strain of $10^{-5}\times600$, the unrelaxed elastic energy density is modulus times strain squared, because both in-plane directions are strained equally. It is 0.64 of $\gamma/R$; the output lists 0.32, the share of one direction. The implied stress is 1.8 GPa, which plastic flow and creep would probably relax at 900 K, so this is an upper estimate. The capillary potential at radius $h_0$ is $0.09k_BT$, which supports its linear treatment once the sharp starting corner has rounded to about that radius.

The chosen 900 K is a severe anneal for a nickel contact process. At 600 K, an assumed activation energy of 1.5 eV lengthens the time by about $10^4$, to roughly $10^8$ s. Nickel on bare silicon reacts, and a silicide film has other interfaces and transport paths; these times do not apply to either. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Contact angle: 110 degree
Small-angle rim area / angle: 0.99951 1
Small-angle area correction coefficient: -1.6574 1
Small-angle valley/peak ratio: 0.16306 1
Leading rim area a: 1.4059 L^2
Leading rim peak: 0.88528 L
Leading valley depth: 0.14627 L
Main initial film length: 324 h0
Main initial node spacing: 0.5 h0
Main time-step fraction: 0.008 1
Main number of time steps: 1589 1
Main far-end height change: 1.6371e-06 h0
Main relative area drift: 2.2421e-11 1
Coarse area drift, averaged normals: 1.9875e-11 1
Coarse area drift, old normals: 9.5021e-05 1
Pinch-off edge position: 100.9 h0
Pinch-off time: 29053 h0^4/B
Pinch-off rim height: 7.9785 h0
Coarse/main pinch-position change: 0.79505 %
Coarse/main pinch-time change: 1.9325 %
Exponent over last half of retraction: 0.41961 1
Continued-surface test begins at edge: 98.361 h0
Continued-surface test ends at edge: 196.72 h0
Continued-surface exponent in that range: 0.41273 1
L at 95% of pinch-off distance: 8.6347 h0
Theory/simulation edge ratio there: 0.99588 1
L at 96% of continued distance: 11.96 h0
Theory/simulation edge ratio there, continued: 0.99905 1
Theory/simulation duration in continued range: 1.0031 1
Growing-rim prediction of pinch-off edge: 98.361 h0
Leading 2/5-law edge at pinch-off time: 107.95 h0
Film thickness: 20 nm
Temperature: 900 K
Assumed surface energy: 2 J/m^2
Assumed surface diffusivity: 1e-08 cm^2/s
Assumed lattice constant: 0.352 nm
Coefficient B: 3.8916e+05 nm^4/s
Time unit h0^4/B: 0.41114 s
Example retraction at pinch-off: 2017.9 nm
Example rim height at pinch-off: 159.57 nm
Example pinch-off time: 11945 s
Assumed grain-boundary/surface energy ratio: 0.33333 1
Groove depth factor: 0.78012 1
Estimated grain-groove penetration time: 1438.6 s
Full-cylinder rim e-fold time estimate: 2054.5 s
Full-cylinder rim wavelength estimate: 1056.5 nm
Assumed fourfold energy anisotropy: 0.02 1
Resulting surface-stiffness variation: 30 %
Assumed biaxial modulus: 300 GPa
Assumed thermal-expansion mismatch: 1e-05 1/K
Assumed temperature change for stress: 600 K
Unrelaxed stress/rim capillary energy: 0.32104 1
Initial capillary potential / kT at radius h0: 0.087749 1
Assumed diffusion activation energy: 1.5 eV
Lower temperature: 600 K
Pinch-off time factor at lower temperature: 10561 1
```
